# Bending stiffness of [110] and [100] silicon walls during drying

## Problem

Long vertical silicon walls stand on a (001) wafer. Some run along [110], others along [100]. All have thickness \(h=15\) nm and height \(H=120\) nm, with gaps \(s=25\) nm. The cubic elastic constants, rounded to whole GPa, are \(C_{11}=166\), \(C_{12}=64\) and \(C_{44}=80\) GPa.

1. Find the plane-strain bending modulus \(E'\) of each wall, and compare their stiffnesses at equal thickness and height.
2. A rinse liquid with surface tension \(\gamma=21\) mN/m and zero contact angle fills one gap to the top, while the gaps on either side of this pair of walls are dry. How far do the walls lean, and at what height would they collapse?

The axes are \(t\) along the wall, \(n\) across its thickness and \(z=[001]\) up its height. The wall leans along \(n\), so its faces are stretched and compressed along \(z\). The modulus is defined by \(\sigma_{zz}=E'\varepsilon_{zz}\) under the constraints of bending.

## First estimate by scaling

If the material could strain only along \(z\), the modulus would be \(C_{11}\). The free faces let the thickness contract by a fraction of order \(C_{12}/C_{11}\) of the vertical strain. This lowers the stress by \(C_{12}\) times that contraction, so the modulus drops by about

\[
\frac{C_{12}^2}{C_{11}}=\frac{64^2}{166}\approx 25\ \text{GPa}.
\]

Turning the wall about \(z\) leaves the stressed direction [001] unchanged. It alters the resistance to thickness strain, because a cubic crystal has two different shear moduli, \(C_{44}=80\) GPa and \((C_{11}-C_{12})/2=51\) GPa. Their difference, 29 GPa, is about 17% of \(C_{11}\). The 25 GPa correction should therefore change by about 17%, or 4 GPa, which is some 3% of the modulus.

For the lean, the capillary pressure is of order \(\gamma/s\) and the bending stiffness of order \(C_{11}h^3\). Hence

\[
w\sim\frac{\gamma H^4}{C_{11}h^3 s}\approx 0.3\ \text{nm}.
\]

Collapse is expected when \(w\sim s\), which gives

\[
H_c\sim\left(\frac{C_{11}h^3s^2}{\gamma}\right)^{1/4}\approx 360\ \text{nm}.
\]

## Solution within thin-wall elasticity

### Strains and stresses in the bent wall

Let \(w(z)\) be the sideways displacement of the mid-plane and \(x\) the distance from it along \(n\). In a thin wall, cross-sections stay plane and perpendicular to the mid-plane, so

\[
\varepsilon_{zz}=-x\,w''(z).
\]

Every section along a long, uniformly loaded wall deforms alike. The displacement does not depend on position along \(t\), and therefore \(\varepsilon_{tt}=0\). This is the plane-strain condition.

On the faces, \(\sigma_{nn}\) is at most the pressure difference \(q\) between gas and liquid. The bending stress at the foot is larger by a factor \(3H^2/h^2=192\), as follows from the moment found below. I therefore set \(\sigma_{nn}=0\) throughout the thickness.

For both walls, the planes perpendicular to \(n\), \(t\) and \(z\) are mirror planes of the cubic crystal. Normal strains along these axes then produce no shear stresses, and two equations remain:

\[
\sigma_{zz}=C_{11}\varepsilon_{zz}+C_{zn}\varepsilon_{nn},\qquad
0=C_{zn}\varepsilon_{zz}+C_{nn}\varepsilon_{nn}.
\]

### The rotated constants

For the [100] wall, \(n\) is a cube axis, so \(C_{nn}=C_{11}\) and \(C_{zn}=C_{12}\).

For the [110] wall, \(n=[1\bar10]\). A strain \(e\) along \(n\) has cube-axis components \(\varepsilon_{11}=\varepsilon_{22}=e/2\) and \(\varepsilon_{12}=-e/2\). The elastic energy density is

\[
U=\tfrac12C_{11}(\varepsilon_{11}^2+\varepsilon_{22}^2)+C_{12}\varepsilon_{11}\varepsilon_{22}+2C_{44}\varepsilon_{12}^2
=\frac{e^2}{4}\left(C_{11}+C_{12}+2C_{44}\right).
\]

Since \(U=\tfrac12C_{nn}e^2\),

\[
C_{nn}=\tfrac12(C_{11}+C_{12}+2C_{44})=\tfrac12(166+64+160)=195\ \text{GPa}.
\]

The same strain produces \(\sigma_{zz}=C_{12}(\varepsilon_{11}+\varepsilon_{22})=C_{12}e\), so \(C_{zn}=C_{12}\) here too.

### The two moduli

The second stress equation gives \(\varepsilon_{nn}=-(C_{12}/C_{nn})\varepsilon_{zz}\). Substitution in the first gives

\[
E'=C_{11}-\frac{C_{12}^2}{C_{nn}}.
\]

With the numbers inserted,

\[
E'_{100}=166-\frac{4096}{166}=141.3\ \text{GPa},\qquad
E'_{110}=166-\frac{4096}{195}=145.0\ \text{GPa}.
\]

A two-dimensional finite-element wall in pure bending, in which the stress across the thickness is left to adjust itself, gives the same two values.

The bending moment per unit length has magnitude

\[
M=\int_{-h/2}^{h/2}E'x^2w''\,dx=Dw'',\qquad D=\frac{E'h^3}{12}.
\]

This gives \(D_{100}=3.975\times10^{-14}\) N m and \(D_{110}=4.078\times10^{-14}\) N m. At equal \(h\) and \(H\), the [110] wall is stiffer by a factor 1.026. Varying each elastic constant by 1 GPa either way moves this factor between 1.023 and 1.029.

### Where Young's modulus along the wall enters

Young's moduli along the two wall directions are \(E_t=169.7\) GPa for [110] and 130.4 GPa for [100], a ratio of 1.30. To see why this contrast nearly disappears, use compliances \(S\), which give strain from stress. The plane-strain condition reads

\[
0=\varepsilon_{tt}=S_{tt}\sigma_{tt}+S_{zt}\sigma_{zz}
\quad\Rightarrow\quad
\sigma_{tt}=-\frac{S_{zt}}{S_{tt}}\sigma_{zz}.
\]

Inserting this in \(\varepsilon_{zz}=S_{zz}\sigma_{zz}+S_{zt}\sigma_{tt}\), with \(S_{tt}=1/E_t\) and \(S_{zz}=1/E_{001}\), gives

\[
\frac1{E'}=\frac1{E_{001}}-S_{zt}^2E_t .
\]

A stress along [001] contracts the crystal equally in all in-plane directions, so \(S_{zt}\) is the same for both walls. The leading term, with \(E_{001}=130.4\) GPa, is also common. The modulus along the wall appears only in the restraint term, which is 7.7% of the leading term for [100] and 10.1% for [110].

Two limits follow:

- **Short wall.** In a post whose length along \(t\) is far smaller than its height, the lengthwise restraint is lost. Then \(\sigma_{tt}=0\), both orientations have the modulus \(E_{001}\), and the difference vanishes. The passage to the long-wall limit is slow: in thin-plate theory the stiffness ratio at mid-length is 1.016 for a length equal to \(H\), 1.023 for \(4H\) and 1.026 for \(8H\). At the free ends of a long wall \(\sigma_{tt}\) also vanishes, but the material there remains attached to the rest of the wall, so its lean cannot be found by simply replacing \(E'\) with \(E_{001}\).
- **Isotropic solid.** If \(2C_{44}=C_{11}-C_{12}\), then \(C_{nn}=C_{11}\) for both walls and their moduli coincide. If \(2C_{44}\) were smaller than this, the [100] wall would be the stiffer one.

### Lean under capillary pressure

I take the meniscus to be fully curved, a half-cylinder of radius \(s/2\) that meets both walls at zero contact angle. A flatter meniscus, pinned at the top edges of a brim-full gap, would pull less. For the fully curved one, the liquid pressure lies below that of the gas by

\[
q=\frac{2\gamma}{s}=\frac{2\times0.021\ \text{N/m}}{25\times10^{-9}\ \text{m}}=1.68\ \text{MPa}.
\]

This pushes each wall towards the wet gap. The load above height \(z\) has moment \(q(H-z)^2/2\), so \(Dw''=q(H-z)^2/2\). With a rigid foot, \(w(0)=w'(0)=0\), and two integrations give

\[
w'=\frac{q}{6D}\left[H^3-(H-z)^3\right],\qquad
w=\frac{q}{6D}\left[H^3z+\frac{(H-z)^4-H^4}{4}\right].
\]

At the top, \(z=H\), the bracket equals \(\tfrac34H^4\). The tip deflection at fixed gap is therefore

\[
w_0=\frac{qH^4}{8D}.
\]

For the [110] wall,

\[
w_0=\frac{1.68\times10^6\times(1.2\times10^{-7})^4}{8\times4.078\times10^{-14}}\ \text{m}=1.07\ \text{nm}.
\]

The [100] wall gives 1.10 nm.

### Gap closure and collapse

Both walls lean inwards by \(w\) at the top, where the meniscus sits, so the gap there is \(s-2w\). The liquid pressure is uniform, and its deficit below the gas pressure rises to \(2\gamma/(s-2w)\). I neglect the small tilt of the walls and assume that the gap stays filled to the top. Force balance is then

\[
\frac{8Dw}{H^4}=\frac{2\gamma}{s-2w}
\quad\Rightarrow\quad
w(s-2w)=w_0s .
\]

The solution that starts from \(w=0\) at zero load is

\[
w=\frac{s-\sqrt{s^2-8w_0s}}{4}.
\]

It gives 1.18 nm for [110] and 1.21 nm for [100]. The root is real only for \(w_0\le s/8=3.1\) nm. Beyond this limit no balance exists and the walls move together until they touch. Setting \(w_0=\gamma H^4/(4Ds)\) equal to \(s/8\) gives the collapse height

\[
H_c=\left(\frac{Ds^2}{2\gamma}\right)^{1/4}.
\]

This is 157 nm for [110] and 156 nm for [100]. At fixed \(h\), \(s\) and \(\gamma\), a 2.6% gain in modulus raises the collapse height by 0.6%, because the modulus enters as a fourth root. Whether touching walls separate again after drying depends on adhesion, which is not treated here.

## Comparison of estimate and solution

**Modulus.** Write \(C_{nn}=C_{11}+\Delta\) for the [110] wall, with \(\Delta=C_{44}-(C_{11}-C_{12})/2=29\) GPa. Then

\[
E'_{110}-E'_{100}=C_{12}^2\left(\frac1{C_{11}}-\frac1{C_{11}+\Delta}\right)
=\frac{C_{12}^2}{C_{11}}\,\frac{\Delta}{C_{11}}\,\frac1{1+\Delta/C_{11}} .
\]

The scaling estimate is the product of the first two factors, 4.3 GPa. The last factor, \(1/1.175\), reduces it to 3.7 GPa. The estimate is the leading term for weak anisotropy and is 17% too large here.

**Lean and collapse.** Substituting \(q\) and \(D\) gives

\[
w_0=3\,\frac{\gamma H^4}{E'h^3s},\qquad
H_c=\left(\frac{1}{24}\,\frac{E'h^3s^2}{\gamma}\right)^{1/4}.
\]

Scaling had the right powers but missed the factor 3, and it used \(C_{11}\) in place of \(E'\). For the collapse height, the factor \(24^{1/4}\approx2.2\) accounts for most of the drop from 360 to 157 nm.

**What the wall model leaves out.** The following sizes are for the [110] wall:

- An elastic silicon substrate lets the foot rotate. In finite elements for one isolated wall, this adds about 19% to the rigid-foot deflection. The value creeps up with the mesh, from 17.9% on the coarse mesh of the numerical output to 18.9% when the mesh is refined at the corners of the foot. It is also 19% for the pair of walls with suction on the trench floor.
- An oxide skin of 1 nm on each face, within the same total thickness and with a rough modulus of 75 GPa, removes 17% of \(D\). In a bare wall these two 1 nm layers carry 35% of the stiffness, because \(D\) grows as \(h^3\).
- At zero contact angle, surface tension pulls down on the wetted face at a distance \(h/2\) from the mid-plane. If wetting leaves the surface stress of the solid unchanged, the moment \(\gamma h/2\) adds a tip deflection \(\gamma hH^2/(4D)\), which is a fraction \(hs/H^2=2.6\%\) of \(w_0\).
- Shear adds about 1% to \(w_0\). Warming by 50 K, at a rough 70 ppm/K, softens the wall by 0.35%. It also lowers the surface tension of the liquid, which is not counted here.
- Bulk elastic constants are used throughout. A surface or interface modulus \(S\) on each face adds \(Sh^2/2\) to \(D\), a fraction \(6S/(E'h)\). The two orientations expose different sidewall planes, and a difference of about 9 N/m in \(S\) between them would equal the whole direction effect. It is not evaluated here.

The foot and the oxide each outweigh the choice of direction, but the foot hardly disturbs the comparison. The finite-element stiffness ratio is 1.025 with either a rigid foot or an elastic substrate. The oxide does dilute it, to 1.019, because the isotropic skin carries part of the stiffness. Combining foot and oxide lowers the [110] collapse height to about 145 nm. Treating the two effects as independent, with the coarse-mesh foot correction found at 120 nm, gives 144 nm; a finite-element wall containing both, evaluated near the collapse height, gives 145 nm.

**Beside real walls.** The dimensions are roughly those of narrow etched silicon fins, and the surface tension is roughly that of isopropyl alcohol near room temperature. Real fins are often tapered and carry an oxide, and their thickness varies. A thickness change of only 0.13 nm offsets the whole difference between [110] and [100], since \(h^3\) then changes by 2.6%. Within this model, and for long walls of equal shape, turning the pattern by 45° is therefore a weak remedy for collapse. Since \(H_c\propto h^{3/4}s^{1/2}(E'/\gamma)^{1/4}\), a given percentage change in thickness alone, or in gap alone, does more than the same change in modulus. Surface tension enters through the same fourth root, but inversely, so lowering it by about 2.5% raises the collapse height as much as the choice of direction does, and any larger reduction does more. If the pitch \(h+s\) is fixed, a wider gap means a thinner wall, and for these dimensions that lowers the collapse height. The full set of values is in the numerical output.

## Numbers as computed

```
C11, C12, C44 (rounded inputs): 166, 64, 80 GPa
Wall thickness, height, gap: 15, 120, 25 nm
Surface tension: 21 mN/m; contact angle 0 deg
[100] wall: Cnn = 166.0 GPa
[100] wall: -eps_nn/eps_zz = 0.3855
[100] wall: bending modulus E' = 141.33 GPa
[100] wall: E' from finite elements = 141.33 GPa
[100] wall: Young modulus along length = 130.4 GPa
[100] wall: bending stiffness D = 3.975e-14 N m
[100] wall: tip deflection, fixed gap = 1.096 nm
[100] wall: tip deflection, closing gap = 1.213 nm
[100] wall: collapse height = 156.0 nm
[100] wall: FE tip, rigid foot = 1.103 nm
[100] wall: FE tip, elastic substrate = 1.301 nm
[110] wall: Cnn = 195.0 GPa
[110] wall: -eps_nn/eps_zz = 0.3282
[110] wall: bending modulus E' = 144.99 GPa
[110] wall: E' from finite elements = 144.99 GPa
[110] wall: Young modulus along length = 169.7 GPa
[110] wall: bending stiffness D = 4.078e-14 N m
[110] wall: tip deflection, fixed gap = 1.068 nm
[110] wall: tip deflection, closing gap = 1.179 nm
[110] wall: collapse height = 157.0 nm
[110] wall: FE tip, rigid foot = 1.077 nm
[110] wall: FE tip, elastic substrate = 1.270 nm
Young modulus along height [001]: 130.4 GPa
E' difference [110] - [100]: 3.67 GPa
Stiffness ratio [110]/[100]: 1.0260
Ratio range, constants +-1 GPa: 1.0231 to 1.0291
Wrong ratio, Young moduli along length: 1.302
FE stiffness ratio, rigid foot: 1.0248
FE stiffness ratio, elastic substrate: 1.0246
Thickness change equal to direction effect: 0.129 nm
Capillary pressure at fixed gap: 1.68 MPa
Collapse limit of fixed-gap deflection s/8: 3.125 nm
Collapse height ratio [110]/[100]: 1.0064
Neglected effects, [110] wall:
  substrate foot, added deflection: 17.9 %
  oxide input: 1 nm per face, 75 GPa
  oxide skin, loss of stiffness: 16.8 %
  shear, added deflection: 1.13 %
  contact-line moment, added deflection: 2.60 %
  gap closure, added deflection: 10.4 %
  no lengthwise restraint, loss of E': 10.1 %
  warming by 50 K at 70 ppm/K: 0.35 % softer
  largest bending strain at fixed gap: 0.222 %
  collapse height with foot and oxide (rough): 144 nm
```
